# PBE0 exchange bookkeeping in PAW, worked for a beryllium atom

**Question**

I am trying to write the PBE0 energy in the projector augmented-wave (PAW) method with a frozen core, and I lose track of the exchange. PBE0 takes one quarter exact exchange and three quarters PBE exchange. My valence orbitals are smooth functions with corrections inside the atomic sphere, while the core orbitals are fixed.

Which fraction multiplies the exact exchange among valence electrons, between core and valence, and within the core? Which fraction multiplies the PBE exchange in each of these places? May I drop the core terms because the core is frozen? I would like to see the full expression and then numbers for Be, 1s²2s², where there is one core orbital and one valence orbital.

**Answer**

I use hartree atomic units in the algebra and take one closed-shell, nonrelativistic atom with real orbitals. Several atoms are discussed where they matter. Write

$$
(\rho_1|\rho_2)=\iint \frac{\rho_1(\mathbf r)\rho_2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

**Exact exchange splits into three parts**

For one spin, exact exchange is $-\tfrac12\sum_{ab}(\psi_a\psi_b|\psi_a\psi_b)$ over occupied orbitals. Two equal spins give

$$
X=-\sum_{ab}(\psi_a\psi_b|\psi_a\psi_b),
$$

where $a,b$ run over doubly occupied spatial orbitals. Let $c,c'$ label core orbitals and $n,m$ valence orbitals. The double sum contains each core-valence pair twice, as $(c,n)$ and as $(n,c)$, so $X=X_{cc}+X_{cv}+X_{vv}$ with

$$
X_{cc}=-\sum_{cc'}(\phi_c\phi_{c'}|\phi_c\phi_{c'}),\quad
X_{cv}=-2\sum_{cn}(\phi_c\psi_n|\phi_c\psi_n),\quad
X_{vv}=-\sum_{nm}(\psi_n\psi_m|\psi_n\psi_m).
$$

PBE0 multiplies the whole of $X$ by $a=\tfrac14$, so all three parts carry $a$.

**PBE exchange does not split in this way**

PBE exchange is a nonlinear functional of the density. The factor $1-a=\tfrac34$ multiplies $E_x[n_c+n_v]$, evaluated with the total density. A core-valence part can be defined as the remainder

$$
\Delta_{cv}=E_x[n_c+n_v]-E_x[n_c]-E_x[n_v],
$$

and then each of the three pieces carries $\tfrac34$. This is a useful way to sort the numbers, but $\Delta_{cv}$ is not a sum over orbital pairs. PBE correlation keeps weight one. Hence

$$
E=E_{\rm core}^0+E_{\rm ion}+U_{vv}+a\,(X_{cc}+X_{cv}+X_{vv})+(1-a)\,E_x[n_c+n_v]+E_c[n_c+n_v]. \tag{1}
$$

Here $E^0_{\rm core}$ is the kinetic, nuclear and Hartree energy of the core. $E_{\rm ion}$ is the kinetic energy of the valence electrons plus their energy in the potential $v$ of the nucleus and the core density. The valence Hartree energy is $U_{vv}=\tfrac12(n_v|n_v)$. Setting $a=0$ returns the PBE energy.

**The PAW transformation**

Inside a sphere of radius $r_c$ there are all-electron partial waves $\phi_i$ and smooth partners $\tilde\phi_i$, which agree outside. With projectors obeying $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$,

$$
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)\,c_i^n,\qquad c_i^n=\langle\tilde p_i|\tilde\psi_n\rangle .
$$

I assume that the partial waves are complete in the sphere, so that $\tilde\psi_n=\sum_i c_i^n\tilde\phi_i$ and therefore $\psi_n=\sum_i c_i^n\phi_i$ there. I also assume that the core vanishes outside the sphere. Let $D_{ij}=2\sum_n c_i^nc_j^n$, where 2 is the occupation.

**Valence-valence exact exchange**

Take one pair density $\rho=\psi_n\psi_m$. Its smooth counterpart $\tilde\psi_n\tilde\psi_m$ has the wrong multipoles in the sphere. Add a smooth compensation charge $\hat\rho$, confined to the sphere, that corrects them:

$$
\tilde R=\tilde\psi_n\tilde\psi_m+\hat\rho,\qquad \rho=\tilde R+d .
$$

The difference $d$ lives in the sphere and has no multipoles, so its potential vanishes outside. Expanding,

$$
(\rho|\rho)=(\tilde R|\tilde R)+2(\tilde R|d)+(d|d).
$$

In the middle term only the part of $\tilde R$ inside the sphere contributes. Call it $\tilde R^1$, and call the inside part of the true pair density $\rho^1=\tilde R^1+d$. Then

$$
2(\tilde R^1|d)+(d|d)=(\tilde R^1+d|\tilde R^1+d)-(\tilde R^1|\tilde R^1)=(\rho^1|\rho^1)-(\tilde R^1|\tilde R^1).
$$

Both densities on the right can be expanded in partial waves. With

$$
\Delta C_{ijkl}=(\phi_i\phi_j|\phi_k\phi_l)_{\rm sph}-(\tilde\phi_i\tilde\phi_j+\hat\rho_{ij}|\tilde\phi_k\tilde\phi_l+\hat\rho_{kl})_{\rm sph},
$$

where $\hat\rho_{ij}$ compensates the pair $ij$ and "sph" means that the densities are cut off at $r_c$, the result is

$$
X_{vv}=-\sum_{nm}(\tilde R_{nm}|\tilde R_{nm})-\tfrac14\sum_{ijkl}D_{ik}D_{jl}\,\Delta C_{ijkl}. \tag{2}
$$

The factor $\tfrac14$ arises because $\sum_n c_i^nc_k^n=\tfrac12D_{ik}$, and likewise for $m$. It has nothing to do with the PBE0 fraction.

The Hartree energy uses the same tensor with other index pairs. With $\tilde R_v=2\sum_n\tilde R_{nn}$,

$$
U_{vv}=\tfrac12(\tilde R_v|\tilde R_v)+\tfrac12\sum_{ijkl}D_{ij}D_{kl}\,\Delta C_{ijkl}.
$$

For s waves the tensor is a single integral. Let $q_{ij}(r)=\int_0^r4\pi s^2\phi_i\phi_j\,ds$ be the enclosed charge, and let $\tilde q_{ij}$ be that of the compensated smooth pair. Gauss's law gives a radial field $q/r^2$. The interaction energy is $(\rho_1|\rho_2)=\frac1{4\pi}\int\mathbf E_1\cdot\mathbf E_2\,d^3r=\int_0^\infty q_1q_2\,r^{-2}dr$, after an integration by parts whose surface term vanishes at infinity. Beyond $r_c$ the enclosed charges agree, so

$$
\Delta C_{ijkl}=\int_0^{r_c}\frac{q_{ij}q_{kl}-\tilde q_{ij}\tilde q_{kl}}{r^2}\,dr .
$$

**Core-valence and core-core exact exchange**

The product $\phi_c\psi_n$ is nonzero only in the sphere, where $\psi_n=\sum_ic_i^n\phi_i$. Inserting this gives

$$
X_{cv}=-\sum_{ij}D_{ij}X_{ij},\qquad X_{ij}=\sum_c(\phi_c\phi_i|\phi_c\phi_j). \tag{3}
$$

The factor 2 of the pair count has been absorbed in $D_{ij}$. No smooth term is subtracted, because no smooth core-valence exchange was included elsewhere. The matrix $X_{ij}$ and the number $X_{cc}$ are computed once for the frozen core.

**Semilocal and one-body terms**

PBE exchange is an integral over space of a function of $n$ and $|\nabla n|$, so the contribution of the sphere can be replaced:

$$
E_x[n_c+n_v]=E_x[\tilde n_c+\tilde n_v]+\big\{E_x[n_c+n_v^1]-E_x[\tilde n_c+\tilde n_v^1]\big\}_{\rm sph}. \tag{4}
$$

Here $\tilde n_c$ is a smooth core density equal to $n_c$ outside, and $n_v^1=\sum_{ij}D_{ij}\phi_i\phi_j$, with $\tilde n_v^1$ built from the $\tilde\phi_i$. All three terms carry $1-a$. Correlation has the same form with weight one.

For $E_{\rm ion}$, choose a smooth potential $\tilde v$ equal to $v$ outside. Then

$$
E_{\rm ion}=2\sum_n\int\!\big(\tfrac12|\nabla\tilde\psi_n|^2+\tilde v\,\tilde\psi_n^2\big)d^3r+\sum_{ij}D_{ij}\,\Delta h_{ij},
$$

$$
\Delta h_{ij}=\int_{\rm sph}\!\big(\tfrac12\nabla\phi_i\!\cdot\!\nabla\phi_j+v\phi_i\phi_j-\tfrac12\nabla\tilde\phi_i\!\cdot\!\nabla\tilde\phi_j-\tilde v\tilde\phi_i\tilde\phi_j\big)d^3r .
$$

Inserting these expressions in (1) gives the PAW energy. With several nonoverlapping spheres, the sphere terms in (2), (3) and (4) become sums over atoms. In (2) there are no cross terms, because the potential of each $d$ vanishes in the other spheres. The term $E_{\rm ion}$ then needs more care, since the potential of one atom reaches into the spheres of the others. The repulsion between the nuclei and the electrostatic energy between different atomic cores must also be included.

**The beryllium calculation**

I used 18 s-type Gaussians with exponents $0.02\times2.2^k$ bohr$^{-2}$, $k=0,\dots,17$. A PBE calculation supplies the 1s core. With that core frozen, the 2s orbital is made self-consistent in PBE0 while kept orthogonal to 1s. Compared with a PBE0 calculation in which both orbitals relax, freezing the core costs 0.004 eV. The radial integrals are done on a logarithmic grid. The energies below belong to this finite basis. Larger s bases (28 or 33 functions) lower the total energy by 0.0008 eV and move the exchange entries by up to 0.0002 eV, while the removal energy given later changes by no more than 0.0001 eV. Relativity is left out, and PBE0 is itself an approximation.

For one core and one valence orbital, the three exact terms are $-(cc|cc)$, $-2(cv|cv)$ and $-(vv|vv)$, where $(cv|cv)$ means $(\phi_c\psi|\phi_c\psi)$ and so on. Evaluated with the all-electron orbitals, in eV, the exchange pieces before weighting are:

| Part | Exact | PBE |
|---|---:|---:|
| core-core | −61.2025 | −60.2640 |
| core-valence | −1.6401 | −1.6059 |
| valence-valence | −9.4988 | −9.7551 |
| total | −72.3414 | −71.6250 |

The PBE rows are $E_x[n_c]$, $\Delta_{cv}$ and $E_x[n_v]$. The weighted sum is

$$
\tfrac14(-72.3414)+\tfrac34(-71.6250)=-18.0854-53.7187=-71.804\ \text{eV}.
$$

The exact contribution of $-18.085$ eV consists of $-15.301$ from the core, $-0.410$ from core-valence and $-2.375$ from valence pairs. The remaining terms of (1) are $E^0_{\rm core}=-309.091$, $E_{\rm ion}=-34.053$, $U_{vv}=18.998$ and $E_c=-2.328$ eV, so

$$
E=-309.091-34.053+18.998-71.804-2.328=-398.278\ \text{eV},
$$

or $-14.6365$ hartree. One relation can be read off directly. With a single valence orbital, $U_{vv}=2(vv|vv)$ and $X_{vv}=-(vv|vv)$, so $X_{vv}=-U_{vv}/2$. Full exact exchange would remove the self-repulsion of each 2s electron and leave the repulsion between the two. PBE0 includes only a quarter of this exact term.

**The same energy from PAW**

I took $r_c=0.90$ angstrom and two partial waves, the PBE 2s orbital and the lowest unoccupied s orbital in this basis. Inside the sphere each smooth partner is an even polynomial up to $r^6$, matched in value and three derivatives; the smooth core density is made likewise. The compensation charge has the shape $(1-r^2/r_c^2)^2$, and the projectors are combinations of the $\tilde\phi_i$ times this same function.

To find $\tilde\psi$ from the known $\psi$, project the transformation on $\tilde p_i$:

$$
c_i=\langle\tilde p_i|\psi\rangle-\sum_j\big(\langle\tilde p_i|\phi_j\rangle-\delta_{ij}\big)c_j
\quad\Rightarrow\quad
\sum_j\langle\tilde p_i|\phi_j\rangle c_j=\langle\tilde p_i|\psi\rangle .
$$

The valence-valence exchange becomes $-9.4805$ eV from the smooth part and $-0.0218$ eV from the sphere, together $-9.502$ eV. The PBE exchange is $-9.969$ eV smooth and $-61.676$ eV in the sphere, together $-71.644$ eV. The sphere term is large here because it restores the true core density.

These values differ slightly from the all-electron ones because two partial waves do not span the PBE0 orbital in the sphere. The core also has a small tail, 0.0018 of its two electrons, outside the sphere. It is kept here by integrating $X_{ij}$ over all space, which uses the partial-wave expansion beyond $r_c$ too, where it need not equal the orbital. The part beyond $r_c$ contributes less than 0.0001 eV to the error in $X_{cv}$, so that error comes from inside the sphere. Cutting the integral off at $r_c$ instead would raise it from 0.014 to 0.022 eV in magnitude. The PAW value of $X_{cv}$ is $-1.654$ eV, about 0.8% larger in magnitude than the all-electron value. The total energy differs by only $-0.0003$ eV, against 0.004 eV with one partial wave. This does not mean that the second wave improves every term: with one wave the errors in $X_{cv}$ and in the PBE exchange are smaller, $-0.002$ and $-0.008$ eV, against $-0.014$ and $-0.019$ eV with two. The two-wave total error also depends on the setup, running from $-0.0008$ to $+0.0018$ eV for $r_c$ between 0.8 and 1.2 angstrom. Errors of individual terms therefore largely cancel in this total, and a good total does not show that each term is equally accurate.

**What may be dropped**

Leaving out $\tfrac14X_{cc}$ raises the energy by 15.30 eV. With the same frozen core in every state compared, this shift is constant and cancels in energy differences. It does not cancel if the core is allowed to change.

Leaving out $\tfrac14X_{cv}$ is different, because $X_{cv}$ depends on the valence occupation through $D_{ij}$. Consider removing both 2s electrons with the core held fixed. In the ion $D_{ij}=0$, so $X_{cv}$ and $X_{vv}$ vanish. The full expression gives a removal energy of 27.453 eV. Without the core-valence exact exchange, and with the 2s orbital kept fixed, the neutral atom lies 0.410 eV too high and the removal energy falls to 27.043 eV, an error of 1.5% relative to the full result.

One can instead mix exact exchange into the valence alone and leave all other exchange to PBE:

$$
E_x^{\rm val}=E_x[n_c+n_v]+a\,(X_{vv}-E_x[n_v]).
$$

This is a consistent count, but a different functional. Subtracting the PBE0 exchange gives

$$
-a\,(X_{cc}-E_x[n_c])-a\,(X_{cv}-\Delta_{cv})=0.2346+0.0086=0.243\ \text{eV}.
$$

The first part is constant for a frozen core. At fixed orbitals, the removal energy of the two 2s electrons therefore changes by only 0.009 eV. This is much less than 0.410 eV because a full PBE core-valence contribution now stands in for the missing exact one, and for Be the two are close. That closeness is a result for this atom, not a general property of the method.

So the frozen core lets you omit $aX_{cc}$ from energy differences, but not $aX_{cv}$. If PBE exchange has been reduced to three quarters for the total density, the missing quarter must be supplied for core-valence pairs too.
